# Magnon thermal Hall conductivity from energy magnetisation and a relaxing temperature gradient, part 2

In a ferromagnetic insulator with a temperature gradient along $y$, magnons carry some heat sideways. The Hall conductivity, defined by $j_x=-\kappa_{xy}\partial_yT$, means the part antisymmetric in $x$ and $y$. The volume is $V$.

The example has spins of length $S$ along $z$ on a honeycomb lattice, with Hamiltonian
$$
-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j
+D\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}\,\hat z\cdot(\mathbf S_i\times\mathbf S_j)
-2\mu_BB\sum_iS_i^z .
$$
Each bond is counted once, the second sum runs over second neighbours, $\nu_{ij}=-\nu_{ji}=\pm1$, and $\Delta_0=2\mu_BB$.

The magnons are free bosons with one-magnon matrix $H$, zero chemical potential and occupation $f(\varepsilon)=1/(e^{\varepsilon/k_BT}-1)$. Bloch states $|u_n\rangle$ at wavevector $\mathbf k$ have energies $\varepsilon_n$, and $f_n=f(\varepsilon_n)$. Traces run over one-magnon states, and $\{A,B\}=AB+BA$. The velocity is $v_\alpha=(i/\hbar)[H,r_\alpha]$, which becomes $\hbar^{-1}\partial H/\partial k_\alpha$ for Bloch states. The energy current is $J_0=\frac12\{v_x,H\}$, and $H_1=\frac12\{y,H\}$ measures energy times position. The Berry curvature is $\Omega_n=\sum_{m\ne n}\Omega_{nm}$, with
$$
\Omega_{nm}=-2\hbar^2\frac{\mathrm{Im}(v_{x,nm}v_{y,mn})}{(\varepsilon_n-\varepsilon_m)^2}.
$$

The first derivation used a weak gravitational field $gy$ that rescales the local energy. It drives a total energy current $g(K+X)$. The Kubo part $K$ and the energy-magnetisation part $X$ contribute $-K/(TV)$ and $-X/(TV)$ to $\kappa_{xy}$. The sum
$$
K=-i\hbar\sum_{\mathbf k,\,n\ne m}(f_n-f_m)
\left(\frac{\varepsilon_n+\varepsilon_m}{2}\right)^2
\frac{v_{y,nm}v_{x,mn}}{(\varepsilon_n-\varepsilon_m)^2}
$$
led to
$$
K=\frac1\hbar\sum_{\mathbf k,\,n\ne m}f_n\,\Omega_{nm}
\left(\frac{\varepsilon_n+\varepsilon_m}{2}\right)^2. \tag{2}
$$
The full result was
$$
\boxed{\kappa_{xy}=-\frac{k_B^2T}{\hbar V}\sum_{\mathbf k,n}c_2(f_n)\Omega_n(\mathbf k)} \tag{5}
$$
where $c_2(f)=\int_0^f\ln^2\frac{1+t}{t}\,dt$ and
$$
\int_{\varepsilon_n}^{\infty}\eta^2\left(-\frac{df}{d\eta}\right)d\eta=(k_BT)^2c_2(f_n). \tag{4}
$$

The second derivation reaches (5) without the field, by following a prepared temperature gradient as it relaxes.

### Preparing the gradient

Prepare a large finite sample in the state $f(H+gH_1)$, then let it evolve under $H$ alone. The combination $H+gH_1$ describes the preparation; no field acts afterwards. Locally the inverse temperature is proportional to $1+gy$, so $\partial_yT=-gT$ to first order.

The prepared state contains coherences between bands. They oscillate and average out after a time longer than $\hbar$ divided by the band separation. Write $a,b$ for eigenstates of the finite sample. An average over times $t$ with an even weight $p(t)$ multiplies a coherence by
$$
q(\varepsilon_a-\varepsilon_b)=\int dt\,p(t)e^{-i(\varepsilon_a-\varepsilon_b)t/\hbar}.
$$
The weight is normalised, so $q(0)=1$. Let its duration $\tau$ be long enough that $q$ is negligible at the separations between bands at the same $\mathbf k$, but short enough that magnons do not cross the sample. With $W$ the sample width and $v$ a typical magnon speed, these conditions are $\hbar/(\text{band separation})\ll\tau\ll W/v$.

Call the averaged total energy current $gR$. Since $j_x=gR/V=-\kappa_{xy}\partial_yT=\kappa_{xy}gT$,
$$
\kappa_{xy}=\frac R{TV}. \tag{6}
$$
The first-order state has elements
$$
\rho_{1,ab}=\phi_{ab}H_{1,ab},\qquad
\phi_{ab}=\frac{f(\varepsilon_a)-f(\varepsilon_b)}{\varepsilon_a-\varepsilon_b},
$$
with $\phi_{aa}=f'(\varepsilon_a)$. Let $\bar\varepsilon=(\varepsilon_a+\varepsilon_b)/2$. The symmetric products in $H_1$ and $J_0$ give $H_{1,ab}=\bar\varepsilon\,y_{ab}$ and $J_{0,ba}=\bar\varepsilon\,v_{x,ba}$. Hence
$$
R=\sum_{ab}q(\varepsilon_a-\varepsilon_b)\,\phi_{ab}\,\bar\varepsilon^{\,2}\,y_{ab}v_{x,ba}. \tag{7}
$$

### Replacing heat flow by number flow

Equation (7) resembles a simpler problem. Take an auxiliary smooth occupation function $F$, prepare the state $F(H+uy)$, and measure the number current $v_x$. The averaged response divided by $u$ is
$$
R_N[F]=\sum_{ab}q(\varepsilon_a-\varepsilon_b)\,\Phi_{ab}\,y_{ab}v_{x,ba},
\qquad
\Phi_{ab}=\frac{F(\varepsilon_a)-F(\varepsilon_b)}{\varepsilon_a-\varepsilon_b}. \tag{8}
$$
Choose $F$ so that
$$
F'(\eta)=\eta^2f'(\eta),\qquad F(\infty)=0. \tag{9}
$$
Both quotients are symmetric in the two energies. Expanded about $\bar\varepsilon$, they begin with $f'(\bar\varepsilon)$ and $F'(\bar\varepsilon)$, and their next terms are quadratic in $\varepsilon_a-\varepsilon_b$. By (9) the leading terms agree, so
$$
\Phi_{ab}-\bar\varepsilon^{\,2}\phi_{ab}=(\varepsilon_a-\varepsilon_b)^2r_{ab},
$$
where $r_{ab}$ is a smooth function of the energies. The magnon gap keeps the spectrum away from the pole of $f$ at zero energy.

This remainder does not affect the bulk answer. From $[H,y]=-i\hbar v_y$ follows $(\varepsilon_a-\varepsilon_b)y_{ab}=-i\hbar v_{y,ab}$. The difference between (8) and (7) is therefore
$$
-i\hbar\sum_{ab}q(\varepsilon_a-\varepsilon_b)\,(\varepsilon_a-\varepsilon_b)\,r_{ab}\,v_{y,ab}v_{x,ba}.
$$
No bare position remains, so the bulk contribution can be evaluated with Bloch states of equal $\mathbf k$. Within one band the energy difference is zero; between bands the average $q$ is negligible. What is left comes from the edges and grows with the perimeter. Per unit volume of a large sample,
$$
R=R_N[F]. \tag{10}
$$
A heat problem with occupation $f$ has become a number problem with occupation $F$.

### Solving the number problem

Immediately after preparation the total number current is zero. Because $[y,x]=0$,
$$
\mathrm{Tr}\,F(H+uy)v_x=\frac i\hbar\mathrm{Tr}\,F(H+uy)[H+uy,x]=0 .
$$
The later current comes from the loss of interband coherence. Let $\rho_1$ now denote the first-order change of $F(H+uy)$ divided by $u$. Since $F(H+uy)$ commutes with $H+uy$, expansion gives
$$
C\equiv[H,\rho_1]=-[y,F(H)].
$$
Although $\rho_1$ contains a position that grows across the sample, $C$ is the same in every bulk unit cell. It determines the change of the current, so that change can be calculated with Bloch states.

For a translation-invariant operator with Bloch matrix $A(\mathbf k)$, the commutator $[y,A]$ becomes $i\partial A/\partial k_y$. Apply this to $F(H)$. Between different bands,
$$
\langle u_n|\partial_yF(H)|u_m\rangle=(F_m-F_n)\langle u_n|\partial_yu_m\rangle,
$$
and the same formula with energies in place of $F$ gives $\langle u_n|\partial_yH|u_m\rangle=\hbar v_{y,nm}$. Taking the ratio,
$$
C_{nm}=-i\hbar\frac{F_n-F_m}{\varepsilon_n-\varepsilon_m}v_{y,nm}.
$$
At time $t$ an interband element has changed by
$$
\frac{C_{nm}}{\varepsilon_n-\varepsilon_m}
\left[e^{-i(\varepsilon_n-\varepsilon_m)t/\hbar}-1\right],
$$
whose time average is $-C_{nm}/(\varepsilon_n-\varepsilon_m)$ when $q$ is negligible. Since the initial current was zero,
$$
R_N[F]=i\hbar\sum_{\mathbf k,\,n\ne m}(F_n-F_m)
\frac{v_{y,nm}v_{x,mn}}{(\varepsilon_n-\varepsilon_m)^2}.
$$
This is the sum that led to (2), without the energy factors and with the opposite sign:
$$
R_N[F]=-\frac1\hbar\sum_{\mathbf k,n}F(\varepsilon_n)\Omega_n. \tag{11}
$$
Within a band, the first-order change grows linearly with time and is proportional to $F'v_xv_y$. The even time weight removes it. For an average over positive times it also vanishes if the crystal has a threefold axis, because the sum of $F'v_xv_y$ over the zone is then zero.

It remains to integrate (9):
$$
F(\varepsilon_n)=\int_{\varepsilon_n}^{\infty}\eta^2\left(-\frac{df}{d\eta}\right)d\eta
=(k_BT)^2c_2(f_n).
$$
Equations (6), (10) and (11) reproduce (5). The two powers of energy have a direct origin: one comes from a temperature gradient acting more strongly on energetic magnons, the other from the energy each magnon carries.

### What each derivation assumes

Both derivations assume a clean crystal of free, number-conserving bosons with positive energies and bands that do not touch. Both are linear in the gradient and use $\frac12\{y,H\}$ to assign energy to position.

The first assumes that the net current responds linearly and locally to the temperature gradient and to the gravitational field, so that equilibrium links the two coefficients. It also assumes slow switching. In return it shows how the Kubo part and the energy magnetisation combine.

The second needs neither the field nor that link. It needs a time interval between interband dephasing and the crossing of the sample, and it follows a prepared gradient rather than a steady state held by heat baths. If two bands nearly touch, the required dephasing time becomes long. If damping broadens the levels by an amount comparable with their separation, neither derivation applies as written.

Terms that create magnon pairs also lie outside the result, because $H$ then no longer acts on a fixed number of magnons.

### A honeycomb ferromagnet at 20 K

Take $S=1.5$, $J=2$ meV, $D=0.3$ meV and $B=5$ T. The lattice constant is $a=0.69$ nm and the layer spacing is 0.66 nm. Let $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\frac12,\frac{\sqrt3}2)$. On the sublattice whose sites have a neighbour at $+(\mathbf a_1+\mathbf a_2)/3$, $\nu_{ij}=+1$ for steps from $i$ to $j$ along $\mathbf a_1$, $\mathbf a_2-\mathbf a_1$ and $-\mathbf a_2$; on the other the signs are reversed. The energies are
$$
\varepsilon_\pm=3JS+\Delta_0\pm S\sqrt{J^2|\gamma|^2+4D^2\sigma^2},
$$
where $\gamma$ sums $e^{i\mathbf k\cdot\boldsymbol\delta}$ over the three neighbour vectors and $\sigma$ sums $\sin\mathbf k\cdot\mathbf b$ over the three steps just listed.

The field gives $\Delta_0=0.579$ meV, so the mean of the two bands is $9+0.579=9.579$ meV at every $\mathbf k$. At the zone centre $|\gamma|=3$ and $\sigma=0$, which gives 0.579 and 18.579 meV. At the corner K, $\gamma=0$ and $|\sigma|=3\sqrt3/2$. The energies there are $9.579\mp3\sqrt3(0.3)(1.5)$, or 7.241 and 11.917 meV.

At 20 K, $k_BT=1.723$ meV. The lower band at K has $\varepsilon/k_BT=7.241/1.723=4.20$, $f=0.0152$ and $c_2=0.425$. At the zone centre $f=2.51$ and $c_2=2.96$. In the same units of $(k_BT)^2$, the Kubo weight is $(9.579/1.723)^2f=30.9f$. This is 0.47 at K, close to the correct weight, but 77 at the zone centre, about 26 times too large.

Summing over a uniform $96\times96$ mesh in the Brillouin zone and dividing by the layer spacing gives these values in mW/(m K):

| $T$ (K) | Kubo | Magnetisation | $\kappa_{xy}$ |
|---:|---:|---:|---:|
| 5 | −0.0385 | 0.0353 | −0.0032 |
| 10 | −0.720 | 0.467 | −0.252 |
| 20 | −7.71 | 2.92 | −4.79 |
| 30 | −16.5 | 4.57 | −11.9 |

At 20 K the lower band contributes −5.19 and the upper band +0.40 mW/(m K). Their sum, −4.79 mW/(m K), corresponds to $-3.16\times10^{-12}$ W/K per layer. The negative sign means that heat flows toward $+x$ when temperature rises toward $+y$. Reversing $D$ at fixed spin direction reverses the curvature and the Hall current, while the energies stay the same.

The relaxation can also be followed numerically in ribbons that are periodic along $x$ and have open edges. With 48 wavevectors along $x$ and a Gaussian time weight of standard deviation $4\hbar/(JS)$, the additional current in a ribbon of 40 rows over one of 30 rows corresponds to −4.79 mW/(m K) at 20 K. Taking the difference removes the contribution that does not grow with width.

### Cooling a nearly gapless layer

In the table the Kubo part exceeds the full result by a factor of 1.6 at 20 K and 12 at 5 K. Without a gap, the difference becomes a difference in power law. Consider one layer with $\Delta_0\ll k_BT\ll JS$.

Near the zone centre the lower energy is $JSa^2k^2/4$. The matrix $H$ mixes the uniform magnon with the other band through two small terms, from $\mathrm{Im}\,\gamma$ and $\sigma$. The three vectors in each sum lie 120 degrees apart, so their linear terms cancel. The cubic terms are proportional to $k^3\sin3\theta$ and $k^3\cos3\theta$, where $\theta$ is the direction of $\mathbf k$. The curvature is proportional to the Jacobian of these two functions, whose magnitude grows as $k^4$.

Thermal magnons have $k^2\propto T$, so $\int k\,dk\,k^4$ supplies $T^3$. Equation (5) has a further factor $T$, giving $\kappa_{xy}\propto T^4$. The Kubo part has the constant weight $(3JS)^2$ and a factor $1/T$, giving $T^2$. Numerical integration over a disc around the zone centre, at $k_BT/(JS)=0.001$ and 0.002, gives powers of 4.005 and 2.003. These laws hold only well inside the regime: over the whole zone the local powers are about 4.1 and 2.05 at $k_BT/(JS)=0.02$, 4.6 and 2.3 at 0.1, and 5.9 and 3.3 at 0.2 (0.7, 3.5 and 7 K for the parameters above). For these conserved bosons the Kubo part alone does not diverge on cooling, but it vanishes with the wrong power.

### The model beside a real magnet

The parameters are rough values in the regime of layered CrI$_3$, a honeycomb ferromagnet with spin-3/2 chromium ions. The real crystal has magnetic anisotropy, which opens a gap without a field; here the field supplies the gap. Real magnets also have exchange beyond nearest neighbours. Adding a ferromagnetic second-neighbour exchange of 0.15 meV, with all other parameters and the temperature fixed, changes $\kappa_{xy}$ at 20 K from −4.79 to −2.55 mW/(m K), a reduction of 47% in magnitude. The result also depends strongly on $D$: with $D=0.17$ or 0.09 meV and no second-neighbour exchange it is −3.48 or −2.34 mW/(m K), and its sign is fixed only by the assumed sign of $D\nu_{ij}$. The example is therefore an estimate of size rather than a prediction for the material.

Other omissions can be sized separately for the same 20 K case:

- An interlayer exchange of 0.1 meV between identical layers stacked directly above one another reduces the magnitude by 10%. A coupling of 0.59 meV would reduce it by 42%, so a strongly coupled crystal needs this term. Bulk CrI$_3$ is stacked rhombohedrally at low temperature. If each site couples to one site of the other sublattice in a neighbouring layer, the same two couplings reduce the magnitude by 5% and 28%.
- There are 0.11 thermal magnons per site, or 7% of $S$. Lowering all exchange and Dzyaloshinskii-Moriya energies by that fraction raises the magnitude by 13%. This tests the sensitivity to the couplings and does not predict the effect of magnon interactions. Long-wavelength magnons leave neighbouring spins nearly parallel and so soften the exchange less, while the Dzyaloshinskii-Moriya coupling can soften by a different fraction. Even the sign of the net change can then differ: a Hartree-Fock decoupling of the quartic boson terms softens $J$ by 1.2% and $D$ by 7.4%, and lowers the magnitude by 1.5%.
- If the linewidth is taken as 0.01 times the mean energy at K, it is 0.096 meV, or 2% of the band gap there.
- The dipolar energy, estimated as $2\mu_B\mu_0M$ with $M$ the saturation magnetisation, is 0.030 meV, or 5% of the magnon gap. It indicates the scale of the neglected pair-creating terms.

Phonons may add their own thermal Hall current, which this model does not contain.
